# Ranking small contributions to the 2s–2p1/2 interval of lithium-like ions

In the hydrogenic model of a lithium-like ion used below, at $Z=20$ the finite size of the nucleus changes the interval $E(2p_{1/2})-E(2s)$ by $-0.00155$ eV, the smallest of the five contributions considered here. At $Z=83$ it changes it by $-11.9$ eV and exceeds vacuum polarization. The growth factor is about 7700, whereas the low-$Z$ law gives $1.17/0.00131\approx 890$. The leading power of $Z$ therefore does not settle the ranking; the relativistic corrections are needed too, and at high $Z$ in unexpanded form.

## Setting and small parameters

The states are $1s^2\,2s$ and $1s^2\,2p_{1/2}$. There are two small parameters: $1/Z$ measures the electron-electron interaction relative to the nuclear attraction, and $Z\alpha$ measures relativity. I keep the lowest order in $1/Z$, so the orbitals are hydrogenic, and expand in $Z\alpha$. A positive contribution widens the interval. The Coulomb repulsion between the valence and core electrons, of order $\alpha\,Z\alpha\,mc^2$, is the largest part of the interval and is not among the five contributions ranked here. Numbers are given for three charges, $Z=20$, 54 and 83, with mass numbers $A=40$, 132 and 209. Write $\bar\lambda=\hbar/mc$, $M$ for the nuclear mass, and $x=Z\alpha r/\bar\lambda$ for the scaled radius. In this variable the nonrelativistic radial functions are

$$g_{1s}=2e^{-x},\quad g_{2s}=\tfrac{1}{\sqrt2}\left(1-\tfrac x2\right)e^{-x/2},\quad g_{2p}=Nx\,e^{-x/2},\quad N^2=\tfrac1{24}.$$

The 2s density at the nucleus is $|\psi(0)|^2=(Z\alpha/\bar\lambda)^3/8\pi$.

## Breit interaction: $Z^3$

The zero-frequency Breit operator is

$$B=-\frac{\alpha\hbar c}{2r_{12}}\left[\boldsymbol\alpha_1\!\cdot\!\boldsymbol\alpha_2+(\boldsymbol\alpha_1\!\cdot\!\mathbf n)(\boldsymbol\alpha_2\!\cdot\!\mathbf n)\right],\qquad \mathbf n=\mathbf r_{12}/r_{12}.$$

Since $\partial_i\partial_j r=(\delta_{ij}-n_in_j)/r$, we have $(\delta_{ij}+n_in_j)/2r=\delta_{ij}/r-\frac12\partial_i\partial_j r$. The Fourier transforms of $1/r$ and $r$ are $4\pi/q^2$ and $-8\pi/q^4$, so this tensor becomes $(4\pi/q^2)(\delta_{ij}-\hat q_i\hat q_j)$. Only currents transverse to $\mathbf q$ interact.

The filled core has no net current, so the direct term vanishes. Exchange contributes $-\langle vc|B|cv\rangle$, and the two minus signs give a positive energy:

$$\Delta E=\alpha\hbar c\sum_c\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}\,|\mathbf j_\perp(\mathbf q)|^2,\qquad \mathbf j=\psi_v^\dagger\boldsymbol\alpha\psi_c .$$

With a two-spinor $\chi$, the orbitals are

$$\psi_s=\frac1{\sqrt{4\pi}}\begin{pmatrix}g\chi\\-if\,\boldsymbol\sigma\!\cdot\!\hat r\,\chi\end{pmatrix},\qquad \psi_{p}=\frac1{\sqrt{4\pi}}\begin{pmatrix}-g\,\boldsymbol\sigma\!\cdot\!\hat r\,\chi\\ if\chi\end{pmatrix}.$$

**The 2s level.** Using $\boldsymbol\sigma(\boldsymbol\sigma\!\cdot\!\hat r)=\hat r+i\hat r\times\boldsymbol\sigma$ and its adjoint,

$$4\pi\,\mathbf j=i\hat r\,(f_vg_c-g_vf_c)+h\,\hat r\times\boldsymbol\sigma,\qquad h=g_vf_c+f_vg_c .$$

The first term transforms into a vector along $\mathbf q$ and drops out. The angular average of $\hat r\,e^{-i\mathbf q\cdot\mathbf r}$ is $-ij_1(qr)\,\hat q$, so the second becomes $-iH\,\hat q\times\boldsymbol\sigma$ with $H=\int r^2h\,j_1\,dr$. The sum over core spins gives $|\hat q\times\boldsymbol\sigma|^2\to2$. The prefactor is $4\pi\cdot4\pi\cdot2/(2\pi)^3=4/\pi$:

$$\Delta E_{2s}=\frac{4\alpha\hbar c}{\pi}\int_0^\infty H^2\,dq .$$

**The 2p1/2 level.** Put $a=g_pf_s$ and $b=f_pg_s$, where $s$ is the core orbital. From $(\boldsymbol\sigma\!\cdot\!\hat r)\boldsymbol\sigma(\boldsymbol\sigma\!\cdot\!\hat r)=2\hat r(\hat r\!\cdot\!\boldsymbol\sigma)-\boldsymbol\sigma$,

$$4\pi\,\mathbf j=i\left[2a\,\hat r(\hat r\!\cdot\!\boldsymbol\sigma)-(a+b)\boldsymbol\sigma\right].$$

The angular average of $\hat r_i\hat r_je^{-i\mathbf q\cdot\mathbf r}$ is $\frac13\delta_{ij}j_0-(\hat q_i\hat q_j-\frac13\delta_{ij})j_2$. Dropping everything along $\hat q$ leaves $-iG\boldsymbol\sigma_\perp$, where

$$G=\int r^2\left[\left(\tfrac a3+b\right)j_0-\tfrac{2a}{3}j_2\right]dr,\qquad \Delta E_{2p}=\frac{4\alpha\hbar c}\pi\int_0^\infty G^2\,dq .$$

These formulas hold for Dirac orbitals. The numerical values below use them with the $q$ integral done analytically, which leaves double radial integrals; for 2s, for example, $\frac4\pi\int_0^\infty j_1(qr_1)j_1(qr_2)\,dq=\frac23\,r_</r_>^2$.

**Leading coefficients.** For small $Z\alpha$ the lower spinor is $\boldsymbol\sigma\!\cdot\!\mathbf p/2mc$ acting on the upper one. This gives $f=\frac{Z\alpha}2g'$ for s states and $f=\frac{Z\alpha}2(g'+2g/x)$ for $p_{1/2}$, with primes meaning $d/dx$. From here $q$ is in units of $Z\alpha/\bar\lambda$, and energies carry the factor $\alpha(Z\alpha)^3mc^2$: one $Z\alpha$ from the inverse length and two from the small components.

Let $\beta=\frac32$ and $D=\beta^2+q^2$. Elementary integration, followed by $-d/d\beta$, gives

$$\int x^2j_0e^{-\beta x}dx=\frac{2\beta}{D^2},\qquad \int x^3j_0e^{-\beta x}dx=\frac{6\beta^2-2q^2}{D^3}.$$

Partial integration with $j_1(y)=-j_0'(y)$ gives $\int x^2j_1e^{-\beta x}dx=2q/D^2$. Then $j_2=3j_1/y-j_0$ yields

$$\int x^3j_2e^{-\beta x}dx=\frac6{D^2}-\frac{6\beta^2-2q^2}{D^3}=\frac{8q^2}{D^3}.$$

For 2s, $h=\frac{Z\alpha}2\rho'$ with $\rho=g_{1s}g_{2s}=\sqrt2(1-\frac x2)e^{-\beta x}$. Since $(x^2j_1(qx))'=qx^2j_0(qx)$, integration by parts gives

$$\frac{H}{Z\alpha}=-\frac q2\int x^2\rho j_0\,dx=-\frac{q}{\sqrt2}\,\frac{3D-3\beta^2+q^2}{D^3}=-\frac{4q^3}{\sqrt2\,D^3}.$$

With $q=\beta\tan\theta$,

$$\frac4\pi\int\frac{8q^6}{D^6}dq=\frac{32}{\pi\beta^5}\int_0^{\pi/2}\!\sin^6\theta\cos^4\theta\,d\theta=\frac{32}{\pi}\cdot\frac{32}{243}\cdot\frac{3\pi}{512}=\frac2{81}.$$

For $2p_{1/2}$, $f_s=-Z\alpha e^{-x}$ and $f_p=\frac{Z\alpha}2N(3-\frac x2)e^{-x/2}$. Therefore

$$\frac a3+b=Z\alpha N\left(3-\tfrac{5x}6\right)e^{-\beta x},\qquad -\frac{2a}3=\tfrac23Z\alpha N\,x\,e^{-\beta x},$$

$$\frac G{Z\alpha N}=\frac9{D^2}+\frac{-5\beta^2+\frac53q^2+\frac{16}3q^2}{D^3}=\frac{4\beta^2+16q^2}{D^3}.$$

The same substitution, $q=\beta t$, gives

$$\frac4\pi\cdot\frac1{24}\cdot\frac{16}{\beta^7}\int_0^\infty\frac{(1+4t^2)^2}{(1+t^2)^6}dt=\frac{8}{3\pi}\cdot\frac{128}{2187}\cdot\frac\pi2\cdot\frac{63+56+48}{256}=\frac{334}{6561}.$$

Subtracting $2/81=162/6561$,

$$\boxed{\Delta E_{\rm Breit}=+\frac{172}{6561}\,\alpha(Z\alpha)^3mc^2}$$

At $Z=20$ this is $0.02622\times0.007297\times0.1459^3\times510999\ \text{eV}\approx0.304$ eV.

**First correction.** Dirac orbitals give 0.3076, 6.552 and 27.39 eV at the three charges, against 0.3039, 5.982 and 21.72 eV from the law. The relative excess divided by $(Z\alpha)^2$ is 0.57, 0.61 and 0.71. This is consistent with a correction factor of about $1+0.56(Z\alpha)^2$ at small $Z\alpha$, with higher terms visible already at $Z=54$. The coefficient is read from the numbers, not derived, and it belongs to the zero-frequency operator only: the frequency dependence of the exchanged photon, omitted here, enters at the same relative order $(Z\alpha)^2$ and lowers it, by about 0.11 at small $Z\alpha$.

## Self-energy: $Z^4$ times a slow function

Write the contribution as $-(\alpha/8\pi)(Z\alpha)^4\Delta F\,mc^2$, with $\Delta F=F(2s)-F(2p_{1/2})$. Its order of magnitude follows from the jitter of the electron in the zero-point field. A free charge obeys $m\ddot{\boldsymbol\delta}=-e\mathbf E$, so each frequency contributes $e^2\langle E_\omega^2\rangle/m^2\omega^4$. Half the zero-point energy is electric, so $\epsilon_0\langle E^2\rangle=\int(\hbar\omega/2)(\omega^2/\pi^2c^3)d\omega$, and

$$\langle\delta^2\rangle=\frac{e^2\hbar}{2\pi^2\epsilon_0m^2c^3}\int\frac{d\omega}\omega=\frac{2\alpha}\pi\bar\lambda^2\ln\frac{\omega_{\max}}{\omega_{\min}} .$$

Averaging $V(\mathbf r+\boldsymbol\delta)$ over directions gives $\delta E=\frac16\langle\delta^2\rangle\langle\nabla^2V\rangle$, where $\nabla^2V=4\pi Z\alpha\hbar c\,\delta^3(\mathbf r)$. Thus

$$\delta E_{2s}=\frac16\cdot\frac{2\alpha}\pi\bar\lambda^2\cdot4\pi Z\alpha\hbar c\cdot\frac{(Z\alpha)^3}{8\pi\bar\lambda^3}\ln\frac{\omega_{\max}}{\omega_{\min}}=\frac{\alpha}{8\pi}(Z\alpha)^4mc^2\cdot\frac43\ln\frac{\omega_{\max}}{\omega_{\min}} .$$

The field shakes the electron as a free particle above atomic frequencies and below $mc^2/\hbar$. The cutoffs $(Z\alpha)^2mc^2$ and $mc^2$ give $\Delta F\approx\frac43\ln(Z\alpha)^{-2}$, that is 5.13, 2.48 and 1.34. A 2p state has no nonrelativistic density at the nucleus and does not contribute in this picture.

The cutoffs are uncertain by factors of order one, so this estimate cannot decide close comparisons. For them I import rough results of all-order calculations, $\Delta F\approx3.6$, 2.1 and 1.9, which are not derived here. The jitter estimate agrees with them within a factor 1.5. The self-energy contributions are then $-0.24$, $-7.5$ and $-38$ eV. For example, at $Z=54$ it is $-2.1\times3.578$ eV.

## Vacuum polarization: $Z^4$

Only the lowest-order term in the nuclear field is kept; higher orders in $Z\alpha$ and the finite size of the nucleus are omitted from this contribution. The finite size alone would lower the $Z=83$ value from 7.9 to about 7.7 eV. The starting point is the Uehling potential of a point nucleus:

$$U(r)=-\frac{2\alpha}{3\pi}\frac{Z\alpha\hbar c}r\int_1^\infty\!dt\,e^{-2tr/\bar\lambda}\left(1+\frac1{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2}.$$

Its range is about $\bar\lambda$, which for small $Z\alpha$ is much shorter than the orbital radius $\bar\lambda/Z\alpha$, so the density may then be expanded about the nucleus. The 2s density is $|\psi(0)|^2(1-2Z\alpha r/\bar\lambda+\dots)$; relativistic changes enter at relative order $(Z\alpha)^2$, up to a logarithm. The two radial integrals are $\int re^{-2tr/\bar\lambda}dr=\bar\lambda^2/4t^2$ and $\int r^2e^{-2tr/\bar\lambda}dr=\bar\lambda^3/4t^3$. With $t=\sec\theta$, the remaining integrals are

$$\int_0^{\pi/2}\!\sin^2\theta\left(\cos\theta+\tfrac12\cos^3\theta\right)d\theta=\tfrac13+\tfrac1{15}=\tfrac25,$$

$$\int_0^{\pi/2}\!\sin^2\theta\left(\cos^2\theta+\tfrac12\cos^4\theta\right)d\theta=\tfrac\pi{16}+\tfrac\pi{64}=\tfrac{5\pi}{64}.$$

Multiplying by $-\frac{2\alpha}{3\pi}Z\alpha\hbar c\cdot\frac{4\pi}4\bar\lambda^2|\psi(0)|^2$, and the second also by $-2Z\alpha$,

$$\langle U\rangle_{2s}=\frac\alpha{8\pi}(Z\alpha)^4mc^2\left[-\frac4{15}+\frac{5\pi}{48}Z\alpha+\dots\right].$$

Lowering 2s widens the interval, so the leading contribution is positive. At $Z=20$ the bracket is $-0.267$ at leading order and $-0.219$ with the first correction; the Dirac value is $-0.01646/0.06732=-0.245$. The correction has the right sign there but overshoots: it misses by 0.026, the leading value by 0.022. At $Z=54$ the Dirac value is $-1.027/3.578=-0.287$, on the other side of the leading value, so the first correction points the wrong way. Higher terms of the nonrelativistic density do not repair this: with the full nonrelativistic 2s density the bracket at $Z=54$ is $-0.173$. The reversal comes from the relativistic change of the density, whose growth near the nucleus is treated next.

## Nuclear size: the correction takes over

For a uniformly charged sphere of radius $R$, the potential energy exceeds the point-nucleus value inside the sphere. Its volume integral is

$$4\pi Z\alpha\hbar c\int_0^R\!r^2\left[\frac1r-\frac{3-r^2/R^2}{2R}\right]dr=4\pi Z\alpha\hbar c\,R^2\left(\tfrac12-\tfrac12+\tfrac1{10}\right)=\tfrac{2\pi}5Z\alpha\hbar c\,R^2 .$$

Multiplication by $|\psi(0)|^2$ raises 2s by $(Z\alpha)^4(R/\bar\lambda)^2mc^2/20$, hence

$$\Delta E_{\rm size}=-\frac{(Z\alpha)^4}{20}\left(\frac R{\bar\lambda}\right)^2mc^2 .$$

I take $R=1.2\ \text{fm}\,A^{1/3}$. This rule is rough for light nuclei: the measured charge radius of $^{40}$Ca (rms about 3.48 fm) would make the $Z=20$ shift about 20% larger, and that of $^{132}$Xe (about 4.79 fm) the $Z=54$ shift about 2% larger; neither changes the ranking. For $A\propto Z$ the law is $Z^{14/3}$.

The correction comes from the Dirac density. Near a point nucleus let $rg\approx a_0r^\gamma$ and $rf\approx b_0r^\gamma$. With $\kappa=-1$ for $s_{1/2}$ and $+1$ for $p_{1/2}$, the most singular terms of the radial equations are $(\gamma+\kappa)a_0=Z\alpha b_0$ and $(\gamma-\kappa)b_0=-Z\alpha a_0$. Their product gives $\gamma^2=1-(Z\alpha)^2$. The density therefore varies as $r^{2\gamma-2}$, which grows toward the nucleus, and the shift varies as $\int_0^Rr^{2\gamma-2}\,r\,dr\propto R^{2\gamma}$. Matching this power law to the nonrelativistic density at $x=1$ gives a rough estimate of the enhancement:

$$\left(\frac{Z\alpha R}{\bar\lambda}\right)^{2\gamma-2}\approx1+(Z\alpha)^2\ln\frac{\bar\lambda}{Z\alpha R}.$$

The logarithm makes this correction large: it is 6.5 at $Z=20$, where $R=4.104$ fm, so the enhancement is about 1.14. The unexpanded power is 2.3 at $Z=54$ and 6.3 at $Z=83$.

Solving the Dirac equation inside and outside the sphere gives contributions $-0.00155$, $-0.434$ and $-11.9$ eV. Relative to the leading law these are factors of 1.2, 2.8 and 10. The singular density thus supplies a factor $6.3/1.14\approx5.5$ of the excess growth $7700/890\approx8.7$ in the opening comparison; the estimate omits constants multiplying $(Z\alpha)^2$. Between $R/2$ and $R$ the computed 2s shift at $Z=83$ scales with exponent 1.576, against $2\gamma=1.591$.

## Recoil: about $Z$

In the rest frame of the ion the nucleus carries momentum $-\sum\mathbf p_i$, so its kinetic energy is $\sum p_i^2/2M+\sum_{i<j}\mathbf p_i\!\cdot\!\mathbf p_j/M$. By the virial theorem $\langle p^2\rangle/2m=-E$, which is equal for hydrogenic 2s and 2p; the first sum cancels in the interval. In the pair term the direct part vanishes because $\langle\mathbf p\rangle=0$, and parity removes 1s–2s exchange. What remains lowers $2p_{1/2}$.

The angular average of $\partial_i(g_p\hat r_j)$ is $\frac13\delta_{ij}(g_p'+2g_p/x)$. The momentum matrix element between 1s and $2p_{1/2}$ is therefore, up to a phase, $Z\alpha mc\,\frac K3\boldsymbol\sigma$ with

$$K=2N\int x^2\left(3-\tfrac x2\right)e^{-3x/2}dx=2N\left(\tfrac{16}9-\tfrac{16}{27}\right)=\tfrac{64}{27}N .$$

Summing over core spins gives $3(K/3)^2=K^2/3=512/6561$, and so

$$\Delta E_{\rm recoil}=-\frac{512}{6561}\frac mM(Z\alpha)^2mc^2 .$$

Because $M$ grows with $Z$, the net growth is about linear. The values are $-0.012$, $-0.026$ and $-0.038$ eV. Relativistic and QED recoil corrections are omitted, so the last value is an order of magnitude.

## The ranking and its limits

| Contribution (eV) | $Z=20$ | $Z=54$ | $Z=83$ |
|---|---|---|---|
| Breit | +0.308 | +6.55 | +27.4 |
| Self-energy | −0.24 | −7.5 | −38 |
| Vacuum polarization | +0.0164 | +0.98 | +7.9 |
| Nuclear size | −0.00155 | −0.43 | −11.9 |
| Recoil | −0.012 | −0.026 | −0.04 |

The lower ranks change twice: nuclear size passes recoil between $Z=20$ and 54, and passes vacuum polarization between 54 and 83. Between $Z=20$ and 83 the effective exponents are 3.15 for Breit, 3.55 for self-energy, 4.34 for vacuum polarization, 6.29 for size and 0.84 for recoil. The self-energy exponent lies below 4 because $\Delta F$ falls.

The first place depends on the imported $\Delta F$. Self-energy equals Breit when $\Delta F=4.57$, 1.83 and 1.37 respectively. The adopted 3.6, 2.1 and 1.9 put Breit first at $Z=20$ and self-energy first at the other two charges, but at $Z=54$ the margin is only about 15%.

The first correction in $1/Z$ matters for that margin. In the direct field of the $1s^2$ core, the 2s density at the nucleus is 0.857, 0.946 and 0.965 of its bare value. These numbers follow $1-2.9/Z$. Exchange and the response of the core, of the same order in $1/Z$, are left out of this estimate. Contributions governed by that density should fall by roughly 14%, 5% and 3–4%. The screening of the Breit term was not computed, so the order of the first two at $Z=54$ is a result of this hydrogenic model and not a firm prediction for the ion. The numerical check checks the leading Breit, Uehling and recoil coefficients and the finite-nucleus solution numerically; the term $5\pi/48$ is not tested.

## Computed values

```
electron rest energy: 510999.0 eV
reduced Compton length: 386.159 fm
Breit coefficients at Z=1: 2s 0.02469, 2p1/2 0.05091
three-electron <sum p_i.p_j>/(Z^2 a.u.): -0.078037
--- Z=20, A=40, Z alpha=0.1459, m/M=1.371e-05
sphere radius: 4.104 fm
Breit 2s, 2p1/2: 0.289, 0.5965 eV
Breit 2p-2s: +0.3076 eV; Z^3 law +0.3039 eV
QED unit (a/8pi)(Za)^4 mc^2: 0.06732 eV
dF imported (rough): 3.6; jitter estimate 5.13
self-energy 2p-2s: -0.24 eV
dF at which self-energy = Breit: 4.57
Uehling 2s, 2p1/2: -0.01646, -9.22e-05 eV
Uehling 2p-2s: +0.0164 eV; Z^4 law +0.018 eV
size 2s, 2p1/2: 0.00155, 6.3e-06 eV
size 2p-2s: -0.00155 eV; low-Z law -0.00131 eV
recoil 2p-2s: -0.012 eV
2s contact density, screened/bare: 0.857
order: Breit > self-energy > vac.pol. > recoil > size
--- Z=54, A=132, Z alpha=0.3941, m/M=4.156e-06
sphere radius: 6.110 fm
Breit 2s, 2p1/2: 6.064, 12.62 eV
Breit 2p-2s: +6.552 eV; Z^3 law +5.982 eV
QED unit (a/8pi)(Za)^4 mc^2: 3.578 eV
dF imported (rough): 2.1; jitter estimate 2.48
self-energy 2p-2s: -7.5 eV
dF at which self-energy = Breit: 1.83
Uehling 2s, 2p1/2: -1.027, -0.0493 eV
Uehling 2p-2s: +0.978 eV; Z^4 law +0.954 eV
size 2s, 2p1/2: 0.448, 0.014 eV
size 2p-2s: -0.434 eV; low-Z law -0.154 eV
recoil 2p-2s: -0.026 eV
2s contact density, screened/bare: 0.946
order: self-energy > Breit > vac.pol. > size > recoil
--- Z=83, A=209, Z alpha=0.6057, m/M=2.625e-06
sphere radius: 7.121 fm
Breit 2s, 2p1/2: 24.89, 52.28 eV
Breit 2p-2s: +27.39 eV; Z^3 law +21.72 eV
QED unit (a/8pi)(Za)^4 mc^2: 19.97 eV
dF imported (rough): 1.9; jitter estimate 1.34
self-energy 2p-2s: -38 eV
dF at which self-energy = Breit: 1.37
Uehling 2s, 2p1/2: -9.1, -1.21 eV
Uehling 2p-2s: +7.89 eV; Z^4 law +5.32 eV
size 2s, 2p1/2: 13.1, 1.2 eV
size 2p-2s: -11.9 eV; low-Z law -1.17 eV
recoil 2p-2s: -0.038 eV
2s contact density, screened/bare: 0.965
order: self-energy > Breit > size > vac.pol. > recoil
radius exponent at Z=83: 1.576; 2 gamma 1.591
effective Z exponents, Z=20 to 83:
Breit 3.15, self-energy 3.55, vac.pol. 4.34, size 6.29, recoil 0.84
```
